**Island density under a hundredfold flux increase**

The program studies the island density $N$ for irreversible dimer nucleation at flux $F$, adatom diffusion coefficient $D$, edge attachment velocity $\kappa$ and dimer capture number $\sigma_1$. Diffusion-limited capture gives $N\propto F^{1/3}$, while edge-limited capture has the density scale $N_s=\sqrt{\sigma_1FD}/\kappa$, which rises tenfold. The program asserts that the capture formula agrees with a finite-volume solution of the diffusion problem, and that both density formulas agree with time-dependent rate equations. At a coverage of 0.1 monolayer the computed ratios are 4.63 for diffusion-limited and 7.59 for edge-limited capture. The second lies below 10 because of a logarithm; at equal coverage divided by $N_s$ the ratio is 9.89. A size-resolved calculation shows the same slow approach to 10 as the mean-radius model. Slow capture that does not depend on island size gives 4.61, so the barrier alone does not produce the larger exponent.

## Verification by program

```python
"""
Island density N under irreversible dimer nucleation when the flux F rises 100x.
Result under test:
  diffusion-limited capture:  N ~ F^(1/3), ratio 100^(1/3) = 4.64
  edge-limited capture:       N = N_s * nu(theta/N_s), N_s ~ F^(1/2), so the
      power-law factor is 10; at fixed coverage a logarithm lowers the ratio.
Symbols (lattice spacing = 1, densities per site):
  D diffusion coefficient, kappa edge attachment velocity, d = D/kappa,
  n adatom density on the terrace, phi covered fraction, theta = F*t,
  sigma1 dimer capture number, R mean island radius, L cell radius,
  K = current into one island / mean adatom density.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

D = 1.0e9
F_low, F_high = 1.0e-4, 1.0e-2
sigma1 = 1.0
theta_end = 0.1
d_edge = 1.0e3


def H(phi):
    """Dimensionless diffusion resistance of the circular cell."""
    h = (-np.log(phi) - 1 + phi) / (2 * (1 - phi)) - (1 - phi) / 4
    return h / (1 - phi)


def capture_over_D(phi, N, d):
    R = np.sqrt(phi / (np.pi * N))
    return 2 * np.pi / (d / R + H(phi))


# ---- capture coefficient against a finite-volume solution of the cell ----
def capture_numeric(R, L, d, cells=4000):
    """Solve the radial diffusion problem with D = F = 1; return K/D."""
    face = np.linspace(R, L, cells + 1)
    dr = face[1] - face[0]
    area = np.pi * (face[1:]**2 - face[:-1]**2)
    link = 2 * np.pi * face[1:-1] / dr
    edge_link = 2 * np.pi * R / (dr / 2 + d)
    diag = np.zeros(cells)
    diag[:-1] += link
    diag[1:] += link
    diag[0] += edge_link
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[1] = diag
    band[2, :-1] = -link
    n = solve_banded((1, 1), band, area)
    mean_n = np.sum(n * area) / np.sum(area)
    return edge_link * n[0] / mean_n


cell_R, cell_L = 6.0, 20.0
cell_results = []
for d in (0.0, 50.0):
    numeric = capture_numeric(cell_R, cell_L, d)
    formula = capture_over_D((cell_R / cell_L)**2, 1 / (np.pi * cell_L**2), d)
    assert abs(numeric / formula - 1) < 1e-4
    cell_results.append((d, numeric, formula))


# ---- time-dependent rate equations, from the first deposited atoms ----
def grow(F, capture, coverages):
    """Return phi and N at the given coverages; capture(phi, N) = K/D."""
    g = D / F

    def rhs(x, y):
        theta = np.exp(x)
        m, phi, N = np.exp(y)          # m = adatoms per site of total area
        n = m / (1 - phi)
        births = (1 - phi) * sigma1 * g * n**2
        attached = g * capture(phi, N) * N * n
        dm = (1 - phi) - 2 * births - attached
        dphi = phi + 2 * births + attached
        return [theta * dm / m, theta * dphi / phi, theta * births / N]

    start = 1e-3 / np.sqrt(g)
    N0 = sigma1 * g * start**3 / 3
    sol = solve_ivp(rhs, (np.log(start), np.log(coverages[-1])),
                    np.log([start, 2 * N0, N0]), method="Radau",
                    t_eval=np.log(coverages), rtol=1e-8, atol=1e-9)
    assert sol.success
    m, phi, N = np.exp(sol.y)
    # deposited atoms must all be found as adatoms or in islands
    assert np.allclose(m + phi, coverages, rtol=1e-4)
    return phi, N


# ---- diffusion-limited case ----
def free_edge(phi, N):
    return capture_over_D(phi, N, 0.0)


shape_integral = quad(lambda p: (1 - p)**3 * H(p)**2, 0, theta_end)[0]
diff_num, diff_formula = [], []
for F in (F_low, F_high):
    diff_num.append(grow(F, free_edge, np.array([theta_end]))[1][-1])
    diff_formula.append((3 * sigma1 * F / (4 * np.pi**2 * D)
                         * shape_integral)**(1 / 3))
    assert abs(diff_num[-1] / diff_formula[-1] - 1) < 0.01
diff_ratio = diff_num[1] / diff_num[0]
assert abs(diff_ratio / 100**(1 / 3) - 1) < 0.01


# ---- parameter-free edge-limited problem: nu(tau) ----
def scaled_density(taus, size_resolved):
    """nu(tau); size_resolved follows the sum of sqrt(size) over islands."""
    def rhs(x, y):
        tau = np.exp(x)
        nu, root_sum = np.exp(y)
        w = np.sqrt(np.pi) * (root_sum if size_resolved
                              else np.sqrt(nu * tau))
        mu = 1 / (w + np.sqrt(w**2 + 2))
        droot = np.sqrt(2) * mu**2 + np.sqrt(np.pi) * nu * mu
        return [tau * mu**2 / nu, tau * droot / root_sum]

    t0 = 1e-6
    sol = solve_ivp(rhs, (np.log(t0), np.log(taus[-1])),
                    np.log([t0 / 2, t0 / np.sqrt(2)]), method="Radau",
                    t_eval=np.log(taus), rtol=1e-9, atol=1e-10)
    assert sol.success
    return np.exp(sol.y[0])


taus = np.array([1e2, 1e3, 1e5, 1e6, 1e8, 1e11, 1e12])
nu_mean = scaled_density(taus, False)
nu_sizes = scaled_density(taus, True)
constants = 2 * np.pi * nu_mean**2 - np.log(taus)
C = constants[-1]
assert abs(constants[4] - C) < 1e-4     # logarithmic law has been reached
pairs = [(0, 1), (2, 3), (5, 6)]
ratios_mean = [10 * nu_mean[a] / nu_mean[b] for a, b in pairs]
ratios_sizes = [10 * nu_sizes[a] / nu_sizes[b] for a, b in pairs]
for r in (ratios_mean, ratios_sizes):
    assert r[0] < r[1] < r[2] < 10
assert abs(ratios_sizes[1] / ratios_mean[1] - 1) < 0.05


# ---- edge-limited case with the complete rate equations ----
def slow_edge(phi, N):
    return capture_over_D(phi, N, d_edge)


kappa = D / d_edge
edge_num, edge_formula, scales, dominance, radii = [], [], [], [], []
matched = []
for F, early in ((F_low, 0.002), (F_high, 0.02)):
    phi, N = grow(F, slow_edge, np.array([early, theta_end]))
    N_s = np.sqrt(sigma1 * F * D) / kappa
    t = theta_end
    bracket = np.log(t / N_s) + C - 3 * t + 1.5 * t**2 - t**3 / 3
    scales.append(N_s)
    matched.append(N[0])
    edge_num.append(N[1])
    edge_formula.append(N_s * np.sqrt(bracket / (2 * np.pi)))
    radii.append(np.sqrt(phi[1] / (np.pi * N[1])))
    dominance.append(d_edge / radii[-1] / H(phi[1]))
    assert abs(edge_num[-1] / edge_formula[-1] - 1) < 0.02
    assert dominance[-1] > 50
edge_ratio = edge_num[1] / edge_num[0]
edge_ratio_formula = edge_formula[1] / edge_formula[0]
matched_ratio = matched[1] / matched[0]
assert abs(edge_ratio / edge_ratio_formula - 1) < 0.02
assert abs(matched_ratio / 10 - 1) < 0.03


# ---- slow capture that does not grow with island size ----
k_fixed = 0.1
fixed_num = [grow(F, lambda phi, N: k_fixed, np.array([theta_end]))[1][-1]
             for F in (F_low, F_high)]
fixed_ratio = fixed_num[1] / fixed_num[0]
assert abs(fixed_ratio / 100**(1 / 3) - 1) < 0.03


# ---- printed results ----
print(f"D = {D:.1e} sites/s, sigma1 = {sigma1:.1f}, theta = {theta_end:.2f} ML")
print(f"F low, high = {F_low:.1e}, {F_high:.1e} ML/s")
print(f"F/D low, high = {F_low/D:.1e}, {F_high/D:.1e}")
print(f"Edge length D/kappa = {d_edge:.0f} lattice spacings")
print(f"Edge velocity kappa = {kappa:.1e} lattice spacings/s")
print(f"Power-law factors: 100^(1/3) = {100**(1/3):.4f}, "
      f"100^(1/2) = {100**0.5:.4f}")
print(f"Cell test: R = {cell_R:.0f}, L = {cell_L:.0f} lattice spacings")
for d, numeric, formula in cell_results:
    print(f"  D/kappa = {d:.0f}: K/D numeric {numeric:.5f}, "
          f"formula {formula:.5f}")
print(f"Diffusion limit: H(theta) = {H(theta_end):.4f}, "
      f"integral = {shape_integral:.5f}")
for name, a, b in zip(("low", "high"), diff_num, diff_formula):
    print(f"  N {name} flux: rate eqs {a:.4e}, formula {b:.4e} per site")
print(f"  density ratio from rate eqs = {diff_ratio:.3f}")
print(f"  effective exponent = {np.log(diff_ratio)/np.log(100):.4f}")
print(f"Edge limit: constant C = {C:.4f}")
for i, name in enumerate(("low", "high")):
    print(f"  {name} flux: N_s = {scales[i]:.4e} per site, "
          f"theta/N_s = {theta_end/scales[i]:.2f}")
    print(f"    N: rate eqs {edge_num[i]:.4e}, "
          f"formula {edge_formula[i]:.4e} per site")
    print(f"    R = {radii[i]:.2f} lattice spacings, "
          f"edge/diffusion resistance = {dominance[i]:.0f}")
print(f"  ratio of scales N_s = {scales[1]/scales[0]:.3f}")
print(f"  ratio at theta = 0.1: rate eqs {edge_ratio:.3f}, "
      f"formula {edge_ratio_formula:.3f}")
print(f"  effective exponent = {np.log(edge_ratio)/np.log(100):.4f}")
print(f"  N at theta = 0.002 (low F), 0.02 (high F): "
      f"{matched[0]:.4e}, {matched[1]:.4e}")
print(f"  ratio at equal theta/N_s = {matched_ratio:.3f}")
print("Fixed-coverage ratio versus low-flux theta/N_s (small theta):")
for (a, b), r1, r2 in zip(pairs, ratios_mean, ratios_sizes):
    print(f"  {taus[b]:.0e}: mean radius {r1:.3f}, size-resolved {r2:.3f}")
print(f"Size-independent slow capture, K/D = {k_fixed:.1f}: "
      f"ratio = {fixed_ratio:.3f}")
print("all assertions hold")
```

Output:

```
D = 1.0e+09 sites/s, sigma1 = 1.0, theta = 0.10 ML
F low, high = 1.0e-04, 1.0e-02 ML/s
F/D low, high = 1.0e-13, 1.0e-11
Edge length D/kappa = 1000 lattice spacings
Edge velocity kappa = 1.0e+06 lattice spacings/s
Power-law factors: 100^(1/3) = 4.6416, 100^(1/2) = 10.0000
Cell test: R = 6, L = 20 lattice spacings
  D/kappa = 0: K/D numeric 9.60075, formula 9.60075
  D/kappa = 50: K/D numeric 0.69908, formula 0.69908
Diffusion limit: H(theta) = 0.6158, integral = 0.11596
  N low flux: rate eqs 9.5772e-06, formula 9.5871e-06 per site
  N high flux: rate eqs 4.4320e-05, formula 4.4499e-05 per site
  density ratio from rate eqs = 4.628
  effective exponent = 0.3327
Edge limit: constant C = -0.0828
  low flux: N_s = 3.1623e-04 per site, theta/N_s = 316.23
    N: rate eqs 2.9442e-04, formula 2.9284e-04 per site
    R = 10.40 lattice spacings, edge/diffusion resistance = 156
  high flux: N_s = 3.1623e-03 per site, theta/N_s = 31.62
    N: rate eqs 2.2359e-03, formula 2.2161e-03 per site
    R = 3.77 lattice spacings, edge/diffusion resistance = 430
  ratio of scales N_s = 10.000
  ratio at theta = 0.1: rate eqs 7.594, formula 7.568
  effective exponent = 0.4402
  N at theta = 0.002 (low F), 0.02 (high F): 1.7125e-04, 1.6941e-03
  ratio at equal theta/N_s = 9.892
Fixed-coverage ratio versus low-flux theta/N_s (small theta):
  1e+03: mean radius 8.143, size-resolved 8.115
  1e+06: mean radius 9.123, size-resolved 9.138
  1e+12: mean radius 9.573, size-resolved 9.583
Size-independent slow capture, K/D = 0.1: ratio = 4.609
all assertions hold
```
